# Bound Excitons in Optical Absorption from a Long-Range TDDFT Kernel

**Problem.** Hartree atomic units are used. A spin-unpolarized, optically isotropic insulator with a local Kohn–Sham potential is treated in linear-response TDDFT in the optical limit \(q\to0\). The Coulomb interaction is \(v=4\pi/q^2\), and the exchange-correlation kernel is the static long-range form \(f=-\alpha/q^2\) with real \(\alpha>0\), acting on the long-wave component (\(\mathbf G=\mathbf G'=0\)) only. Local fields are neglected, so all response functions are scalars. Let \(\chi_0\) be the Kohn–Sham response function and \(\varepsilon_0=1-v\chi_0\).

(a) Express the dielectric function \(\varepsilon(\omega)\) through \(\varepsilon_0(\omega)\) and \(\alpha\).

(b) Take one full valence band and one empty conduction band with transition energy \(E_k=E_g+k^2/2\mu\) in a sphere \(k<K\) that stands for the Brillouin zone, and a constant squared momentum matrix element \(p^2\) along the field. For which \(\alpha\) does the optical absorption show a bound exciton, a sharp line below \(E_g\), and how many lines are there?

(c) For \(E_g=0.4\) Ha, \(\mu=0.8\), \(p^2=0.125\), \(K=0.8\) bohr\(^{-1}\) and \(\alpha=20\), is there such a line, and if so what are its binding energy and strength?

The abbreviations \(x(\omega)=\varepsilon_0(\omega)-1\) and \(a=\alpha/4\pi\) are used throughout.

## A tempting solution

The density change \(\delta n\) is the Kohn–Sham response to the external potential plus the induced Hartree and exchange-correlation potentials, \(\delta n=\chi_0[\delta v_{\rm ext}+(v+f)\delta n]\). With \(\delta n=\chi\,\delta v_{\rm ext}\),
\[
\chi=\frac{\chi_0}{1-(v+f)\chi_0}.
\]
From the definition of \(x\), \(v\chi_0=-x\). Since \(f=-a\,v\), also \(f\chi_0=+a x\). The denominator is \(1+x-ax\).

Excitation energies are poles of \(\chi\), and an exciton is an excitation. A bound exciton should then satisfy \(1+x-ax=0\), that is
\[
x(\omega)=\frac{1}{a-1}=\frac{4\pi}{\alpha-4\pi}.
\]
Below the gap \(x\) is positive and rises to a finite value \(x(E_g)\), which is \(0.892\) for the given parameters (this value is correct and is derived below). A root below the gap needs \(4\pi/(\alpha-4\pi)<x(E_g)\), or \(\alpha>4\pi+4\pi/x(E_g)=26.66\). At \(\alpha=20\) one has \(a=1.59155\) and \(1/(a-1)=1.69>0.892\), so the answer to (c) would be that no exciton is bound.

## The fault

The algebra is right. The identification of the absorption lines with the poles of this \(\chi\) is wrong. The macroscopic (test-charge) potential in the crystal is \(\delta v_{\rm tot}=\delta v_{\rm ext}+v\,\delta n\), and \(\varepsilon=\delta v_{\rm ext}/\delta v_{\rm tot}\), so
\[
\frac1\varepsilon=1+v\chi .
\]
A pole of \(\chi\) is a pole of \(1/\varepsilon\), a zero of \(\varepsilon\). It is a longitudinal mode, seen in the loss function \(-\mathrm{Im}\,\varepsilon^{-1}\). Light of wave number \(Q\) obeys \(Q^2c^2=\omega^2\varepsilon(\omega)\), where the transverse and longitudinal dielectric functions coincide for an isotropic crystal at \(q\to0\), and it is absorbed where \(\mathrm{Im}\,\varepsilon\neq0\). A sharp absorption line is a delta function in \(\mathrm{Im}\,\varepsilon\), a pole of \(\varepsilon\).

A single oscillator exposes the difference. Let \(x=\omega_p^2/(\omega_0^2-\omega^2)\) and \(\alpha=0\). Then \(\varepsilon=\varepsilon_0\) absorbs at \(\omega_0\), while \(1+x=0\) gives \(\omega^2=\omega_0^2+\omega_p^2\). The tempting rule misplaces the line even with no kernel. The extra \(\omega_p^2\) is the restoring force of the macroscopic field that a longitudinal polarization wave sets up. A transverse polarization \(\mathcal P\) carries no charge density, so this electrostatic force is absent. The only field it sets up is the retarded one, which by the wave equation is \(E=4\pi\omega^2\mathcal P/(c^2Q^2-\omega^2)\). This field is negligible for \(cQ\gg\omega\), where the transverse mode sits at \(\omega_0\). For smaller \(Q\) it mixes the polarization with light, as the dispersion relation above describes. The \(4\pi\) in the false threshold is the electrostatic restoring force of the longitudinal wave.

## Part (a): the dielectric function

Insert \(\chi\) into \(1/\varepsilon\), using \(v\chi_0=-x\):
\[
\frac1\varepsilon=1-\frac{x}{1+x-ax}=\frac{1-ax}{1+x-ax}.
\]
Inverting and splitting the numerator into \((1-ax)+x\),
\[
\varepsilon(\omega)=1+\frac{x}{1-ax}=1+\frac{\varepsilon_0(\omega)-1}{1-\dfrac{\alpha}{4\pi}\,[\varepsilon_0(\omega)-1]}.
\]
Equivalently \(\varepsilon=1-vP\) with \(P=\chi_0/(1-f\chi_0)\), the response to \(\delta v_{\rm tot}\): from \(\delta n=\chi_0[\delta v_{\rm tot}+f\,\delta n]\) follows \(\delta n=P\,\delta v_{\rm tot}\). The optical lines are poles of \(P\), whose denominator contains no \(v\). For the oscillator, multiplying through by \(\omega_0^2-\omega^2\) gives \(\varepsilon-1=\omega_p^2/(\omega_0^2-a\omega_p^2-\omega^2)\): the kernel lowers the line and leaves its numerator alone.

In an insulator \(\chi_0=-xq^2/4\pi\) vanishes as \(q^2\). A kernel that stays finite at \(q\to0\), such as the head of the adiabatic LDA kernel, gives \(f\chi_0\to0\) and \(\varepsilon=\varepsilon_0\) in this scalar theory. The \(1/q^2\) divergence keeps \(f\chi_0=ax\) finite.

With Hartree local fields the quantities are matrices in \(\mathbf G,\mathbf G'\), and the macroscopic function is \(1/\varepsilon_M=1+v_0\chi_{00}\). Split the interaction into the head \(w_0=v_0+f_{00}\) and the \(\mathbf G\ne0\) Coulomb part \(\bar v\), and define \(\bar\chi^{-1}=\chi_0^{-1}-\bar v\). Then \(\chi^{-1}=\bar\chi^{-1}-w_0\), or \(\chi=\bar\chi+\bar\chi w_0\chi\). Because \(w_0\) has only a head, the head of this equation closes: \(\chi_{00}=\bar\chi_{00}+\bar\chi_{00}w_0\chi_{00}\). This is the scalar equation above with \(\bar\chi_{00}\) for \(\chi_0\), and at \(\alpha=0\) it gives \(\varepsilon_M^{\rm RPA}=1-v_0\bar\chi_{00}\). The formula therefore survives with \(\varepsilon_0\) replaced by \(\varepsilon_M^{\rm RPA}\). If the kernel also has elements at \(\mathbf G\neq0\) or \(\mathbf G'\neq0\), they are absorbed into \(\bar\chi^{-1}\) together with \(\bar v\), and the head still closes. The function that replaces \(\varepsilon_0\) is then the macroscopic function computed with those elements and without \(f_{00}\), no longer \(\varepsilon_M^{\rm RPA}\).

## Part (b): the two-band model

**The function \(x(\omega)\).** First-order perturbation theory for independent electrons, with a factor 2 for spin and time-reversal symmetry to pair the resonant and antiresonant terms, gives
\[
\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,|\langle u_{c,\mathbf k+\mathbf q}|u_{v\mathbf k}\rangle|^2\left[\frac{1}{\omega-E_k}-\frac1{\omega+E_k}\right],
\]
where the bracket equals \(-2E_k/(E_k^2-\omega^2)\). For a local potential the cell-periodic functions obey \(H_{\mathbf k+\mathbf q}=H_{\mathbf k}+\mathbf q\cdot(\hat{\mathbf p}+\mathbf k)+q^2/2\). To first order in \(q\), \(u_{c,\mathbf k+\mathbf q}\) acquires a component \(\langle u_v|\mathbf q\cdot\hat{\mathbf p}|u_c\rangle/E_k\) along \(u_{v\mathbf k}\); the \(\mathbf k\) term drops out by orthogonality. The squared overlap is \(q^2p^2/E_k^2\). Collecting \(4\pi/q^2\), the spin factor 2 and \(2E_k\), and using \(d^3k/(2\pi)^3\to k^2dk/2\pi^2\),
\[
x(\omega)=16\pi\!\int\!\frac{d^3k}{(2\pi)^3}\frac{p^2}{E_k(E_k^2-\omega^2)}=\frac{8p^2}{\pi}\int_0^K\!\frac{k^2\,dk}{E_k(E_k^2-\omega^2)} .
\]
The identity \(E/(E^2-\omega^2)-1/E=\omega^2/[E(E^2-\omega^2)]\) gives the partial fractions
\[
\frac1{E(E^2-\omega^2)}=\frac1{\omega^2}\left[\frac{1}{2(E-\omega)}+\frac{1}{2(E+\omega)}-\frac1E\right].
\]
Each denominator has the form \(k^2/2\mu+\Delta=(k^2+\kappa^2)/2\mu\) with \(\kappa=\sqrt{2\mu\Delta}\). Writing \(k^2/(k^2+\kappa^2)=1-\kappa^2/(k^2+\kappa^2)\),
\[
\int_0^K\!\frac{k^2dk}{k^2/2\mu+\Delta}=2\mu\,[K-g(\Delta)],\qquad g(\Delta)=\kappa\arctan\frac K\kappa .
\]
The terms in \(K\) cancel because \(\tfrac12+\tfrac12-1=0\), which leaves
\[
x(\omega)=\frac{16p^2\mu}{\pi\omega^2}\left[g(E_g)-\tfrac12g(E_g-\omega)-\tfrac12g(E_g+\omega)\right].
\]
At the edge \(g(0)=0\), so \(x(E_g)=(16p^2\mu/\pi E_g^2)[g(E_g)-\tfrac12g(2E_g)]\) is finite: the measure \(k^2dk\) cancels the factor \(1/(E_k-E_g)=2\mu/k^2\).

At \(\omega=0\) the integral is done directly. With \(\kappa_0=\sqrt{2\mu E_g}\) and \(k=\kappa_0s\), one has \(E_k=E_g(1+s^2)\), and the integrand is \(s^2/(1+s^2)^3\). The derivative of \(\arctan s+s(s^2-1)/(1+s^2)^2\) has, over \((1+s^2)^3\), the numerator \((1+s^2)^2+(3s^2-1)(1+s^2)-4s^2(s^2-1)=8s^2\). Hence, with \(t=K/\kappa_0\),
\[
x(0)=\frac{p^2\kappa_0^3}{\pi E_g^3}\left[\arctan t+\frac{t(t^2-1)}{(1+t^2)^2}\right].
\]

Inside the band set \(\omega\to\omega+i0\) and \(k_\omega=\sqrt{2\mu(\omega-E_g)}\). Only \(1/[2(E_k-\omega-i0)]\) has an imaginary part, \(\tfrac\pi2\delta(E_k-\omega)\), and \(dk/dE=\mu/k\), so
\[
\mathrm{Im}\,x=\frac{8p^2}{\pi\omega^2}\cdot\frac\pi2\,k_\omega^2\,\frac{\mu}{k_\omega}=\frac{4p^2\mu\,k_\omega}{\omega^2}.
\]
For the real part, \(k^2/(k^2-k_\omega^2)=1+k_\omega^2/(k^2-k_\omega^2)\), and the principal value of \(\int_0^Kdk/(k^2-k_\omega^2)\) is \(-\mathrm{artanh}(k_\omega/K)/k_\omega\), so \(g(E_g-\omega)\) is replaced by \(k_\omega\,\mathrm{artanh}(k_\omega/K)\).

**Where the poles are.** A pole of \(\varepsilon\) needs \(ax=1\), that is
\[
\alpha\,[\varepsilon_0(\omega_x)-1]=4\pi ,
\]
with \(x\) real and positive. For complex frequency \(z\), \(\mathrm{Im}\,(E^2-z^2)^{-1}=\mathrm{Im}(z^2)/|E^2-z^2|^2\) has the same sign for all \(k\), so \(x\) is real only if \(z^2\) is real. Inside the band \(\mathrm{Im}\,x>0\). Above the band top every \(E_k^2-\omega^2\) is negative and \(x<0\). What remains is \(z^2<E_g^2\), where each term of the integrand increases with \(z^2\), so that \(x\) rises monotonically from \(0\) at \(z^2\to-\infty\) through \(x(0)\) to \(x(E_g)\). A monotonic function takes the value \(4\pi/\alpha\) at most once. With
\[
\alpha_c=\frac{4\pi}{\varepsilon_0(E_g)-1},\qquad\alpha_{\max}=\frac{4\pi}{\varepsilon_0(0)-1},
\]
there is no pole for \(\alpha<\alpha_c\) and exactly one bound exciton for \(\alpha_c<\alpha<\alpha_{\max}\). As \(\alpha\to\alpha_{\max}\) the line moves to zero frequency and \(\varepsilon(0)\) diverges. Beyond, the root has \(z^2=-\xi^2\), a pole of \(P\) at \(z=i\xi\) in the upper half plane: at fixed macroscopic field the polarization grows as \(e^{\xi t}\), and the assumed ground state is unstable against such a polarization within this model. The poles of \(\chi\), which describe the response at fixed external potential, reach imaginary frequency only for \(\alpha>4\pi+\alpha_{\max}\).

The tempting condition \(x=4\pi/(\alpha-4\pi)\) is the same equation with \(\alpha\to\alpha-4\pi\). It locates the zero of \(\varepsilon\), the longitudinal exciton, which lies in \((0,E_g)\) for \(4\pi+\alpha_c<\alpha<4\pi+\alpha_{\max}\).

For \(K\to\infty\), \(g\to\pi\kappa/2\), and \(x=4p^2\mu\sqrt{2\mu}\,[2\sqrt{E_g}-\sqrt{E_g-\omega}-\sqrt{E_g+\omega}]/\omega^2\). The two roots sum to \(2\sqrt{E_g}-\omega^2/4E_g^{3/2}+\dots\) at small \(\omega\), so \(x(0)=p^2\mu\sqrt{2\mu}\,E_g^{-3/2}\). At the edge the bracket is \((2-\sqrt2)\sqrt{E_g}\), which makes \(x(E_g)=4(2-\sqrt2)\,x(0)\). The window is then \(\alpha_{\max}/\alpha_c=4(2-\sqrt2)=2.343\) for any \(E_g\), \(\mu\), \(p^2\).

**Why one line and a threshold.** On a grid with weights \(w_i\) for \(d^3k/(2\pi)^3\), define \(b_i^2=w_ip^2/E_i\), so that \(x=16\pi\sum_ib_i^2/(E_i^2-\omega^2)\). Consider the eigenvalue problem
\[
E_i^2F_i-4\alpha\,b_i\sum_jb_jF_j=\Omega^2F_i .
\]
Solving for \(F_i\), multiplying by \(b_i\) and summing gives \(1=4\alpha\sum_ib_i^2/(E_i^2-\Omega^2)=ax(\Omega)\), the pole condition. This is the Casida equation for the kernel, and its coupling is a product of a function of \(k_i\) and the same function of \(k_j\), a matrix of rank one. A rank-one attraction reduces the eigenvalue problem to the single monotonic equation above, so it pulls at most one state below the edge. A screened Coulomb attraction couples \(\mathbf k\) and \(\mathbf k'\) through \(1/|\mathbf k-\mathbf k'|^2\) and, in the effective-mass picture, binds a Rydberg series at any strength. The static kernel reproduces neither feature. The threshold itself rests on \(x(E_g)\) being finite. If the bands had no dispersion along one axis, the measure would be \(k\,dk\), the integral \(\int k\,dk/(k^2/2\mu+E_g-\omega)\) would diverge logarithmically at the edge, and \(\alpha_c\) would vanish.

**Strength of the line.** Since \(ax=1-(1-ax)\), division by \(a(1-ax)\) gives \(\varepsilon-1=-1/a+(1/a)/(1-ax)\). Near the root \(1-ax\approx-a\,x'(\omega_x)(\omega-\omega_x)\). With \(\mathrm{Im}\,(y+i0)^{-1}=-\pi\delta(y)\) the two minus signs cancel:
\[
\mathrm{Im}\,\varepsilon\supset S\,\delta(\omega-\omega_x),\qquad S=\frac{\pi}{a^2x'(\omega_x)},\qquad x'=\frac{8p^2}{\pi}\int_0^K\!\frac{2\omega\,k^2dk}{E_k(E_k^2-\omega^2)^2}>0 .
\]
In the continuum, multiplying numerator and denominator by \(1-ax^*\) gives \(x-a|x|^2\) on top, so \(\mathrm{Im}\,\varepsilon=\mathrm{Im}\,x/|1-ax|^2\). At the edge \(x\to4\pi/\alpha_c\), and the absorption is multiplied by \((1-\alpha/\alpha_c)^{-2}\), an enhancement for \(\alpha<2\alpha_c\) and a suppression above.

**Near threshold.** Let \(E_b=E_g-\omega_x=\kappa^2/2\mu\). For \(\kappa\ll K\), \(g(E_b)=\kappa[\pi/2-\arctan(\kappa/K)]=\pi\kappa/2+O(\kappa^2)\). The factor \(1/\omega^2\) and \(g(E_g+\omega)\) are smooth in \(\omega\) and change at order \(E_b\propto\kappa^2\). Thus
\[
x=x(E_g)-C\kappa+O(\kappa^2),\qquad C=\frac{16p^2\mu}{\pi E_g^2}\cdot\frac\pi4=\frac{4p^2\mu}{E_g^2}.
\]
Expanding \(4\pi/\alpha=4\pi/\alpha_c-4\pi(\alpha-\alpha_c)/\alpha_c^2+\dots\) and equating,
\[
\kappa\approx\frac{4\pi(\alpha-\alpha_c)}{\alpha_c^2C}.
\]
To leading order \(E_b\) is quadratic in \(\alpha-\alpha_c\). Since \(d\omega=-dE_b=-\kappa\,d\kappa/\mu\), the slope is \(x'\approx C\mu/\kappa\), and \(S\approx\pi\kappa/(a_c^2C\mu)\) with \(a_c=\alpha_c/4\pi\) is linear: the line emerges from the edge with zero weight.

**Sum rule.** For \(\alpha<\alpha_{\max}\), \(\varepsilon-1\) as a function of \(z^2\) is analytic off the positive real axis and decays at infinity, so Cauchy's theorem gives the Kramers–Kronig form
\[
\varepsilon(z)-1=\frac2\pi\int_0^\infty\!\frac{\omega\,\mathrm{Im}\,\varepsilon(\omega)}{\omega^2-z^2}\,d\omega .
\]
At large \(|z|\) the right side is \(-(2/\pi z^2)\int\omega\,\mathrm{Im}\,\varepsilon\,d\omega\). On the left \(x\to-\omega_p^2/z^2\) with \(\omega_p^2=(8p^2/\pi)\int_0^Kk^2dk/E_k=(16p^2\mu/\pi)[K-g(E_g)]\), and \(1-ax\to1\). Therefore \(\int_0^\infty\omega\,\mathrm{Im}\,\varepsilon\,d\omega=\pi\omega_p^2/2\), independent of \(\alpha\). The exciton's contribution \(\omega_xS\) is taken from the continuum. This \(\omega_p\) belongs to the two bands only, and it diverges for \(K\to\infty\).

## Part (c): numbers

The parameters are round model values; the gap is \(10.88\) eV and the band top lies at \(0.8\) Ha. Here \(\kappa_0=\sqrt{2\cdot0.8\cdot0.4}=0.8\) bohr\(^{-1}\), so \(t=1\), the second term in \(x(0)\) vanishes, and
\[
x(0)=\frac{0.125}{\pi}\left(\frac{0.8}{0.4}\right)^3\frac\pi4=0.25 .
\]
With \(16p^2\mu/\pi=0.509296\), \(g(E_g)=0.8\cdot\pi/4=0.628319\) and \(g(2E_g)=0.696336\),
\[
x(E_g)=\frac{0.509296}{0.4^2}\left[0.628319-\frac{0.696336}{2}\right]=0.8917 .
\]
The window is \(\alpha_c=4\pi/0.891747=14.09\) to \(\alpha_{\max}=4\pi/0.25=50.27\), a ratio of \(3.57\). The value \(\alpha=20\) lies inside, so one exciton is bound, contrary to the tempting answer.

The root of \(x(\omega_x)=4\pi/20=0.628319\) (equal to \(g(E_g)\) only by the choice of numbers, both being \(\pi/5\)) is found numerically: \(\omega_x=0.388728\) Ha \(=10.58\) eV. The binding energy is
\[
E_b=0.4-0.388728=0.01127\ \text{Ha}=0.307\ \text{eV},
\]
with \(\kappa=0.1343\) bohr\(^{-1}\). The slope there is \(x'=9.05182\) Ha\(^{-1}\), so
\[
S=\frac{\pi}{1.59155^2\times9.05182}=0.1370\ \text{Ha},\qquad\omega_xS=0.0533\ \text{Ha}^2 .
\]
The total is \(\omega_p^2=0.509296\,(0.8-0.628319)=0.08744\) Ha\(^2\) and \(\pi\omega_p^2/2=0.1373\) Ha\(^2\). Integrating the continuum gives \(0.0841\) Ha\(^2\), and \(0.0532622+0.084083=0.137345\). The line carries 39% of the two-band sum. The static value rises from \(\varepsilon_0(0)=1.25\) to \(\varepsilon(0)=1+0.25/(1-1.59155\times0.25)=1.415\).

At the edge \(\varepsilon(E_g)=1+0.891747/(1-1.59155\times0.891747)=-1.127\). Between \(\omega_x\) and \(E_g\) the function \(x/(1-ax)\) has derivative \(x'/(1-ax)^2>0\), so \(\varepsilon\) climbs from \(-\infty\) to \(-1.127\) without crossing zero. This is what the tempting solution correctly detected: at \(\alpha=20\), below \(4\pi+\alpha_c=26.66\), no longitudinal mode lies in the gap. The model has a negative real \(\varepsilon\), and hence total reflection, from the exciton line up to the edge. This holds for every \(\alpha\) between \(\alpha_c\) and \(4\pi+\alpha_c\), however weak the binding, and it is a feature of the single line that this kernel produces. With a Rydberg series an undamped \(\varepsilon\) runs from \(-\infty\) to \(+\infty\) between the first two lines, so the reflecting band ends below the second line.

Other couplings show the remaining regimes. At \(\alpha=10\) nothing is bound, \(\varepsilon(0)=1.312\), and the edge absorption is multiplied by \((1-10/14.0919)^{-2}=11.9\). At \(\alpha=30\) both modes are in the gap: the pole of \(\varepsilon\) at \(0.3352\) Ha and the zero, where \(x=4\pi/(30-4\pi)=0.7208\), at \(0.3961\) Ha. The tempting rule would report the second as the absorption line. At \(\alpha=55\) the pole is at \(i\xi\) with \(\xi=0.170\) Ha. At \(\alpha=1.01\,\alpha_c\), with \(C=4\cdot0.125\cdot0.8/0.4^2=2.5\) bohr, the leading laws give \(E_b=7.95\times10^{-6}\) Ha and \(S=4.46\times10^{-3}\) Ha, against \(7.90\times10^{-6}\) Ha and \(4.42\times10^{-3}\) Ha from the full root condition, high by 0.6% and 0.9% of the exact values.

Removing the cutoff changes the values to \(x(0)=0.5\), \(x(E_g)=1.172\), \(\alpha_c=10.73\) and \(\alpha_{\max}=25.13\). The thresholds thus depend on transitions far from the edge, and the \(\alpha\) needed for a given binding energy is a property of the whole band structure that enters \(\varepsilon_0\).

The numerical check solves the Dyson equation symbolically and as a matrix, compares the closed forms of \(x\) with quadrature, and diagonalizes the Casida matrix, which reproduces \(\omega_x\), \(S\), the number of bound states, both thresholds and, with the Hartree head added, the zero of \(\varepsilon\).

## Table of computed values

```
Eg = 0.4 Ha
Eg = 10.8846 eV
mu = 0.8 m_e
p^2 = 0.125 a.u.
K = 0.8 1/bohr
band top = 0.8 Ha
kappa0 = 0.8 1/bohr
K/kappa0 = 1
16 p^2 mu/pi = 0.509296 a.u.
g(Eg) = 0.628319 1/bohr
g(2Eg) = 0.696336 1/bohr
eps0(0)-1 = 0.25
eps0(Eg)-1 = 0.891747
alpha_c = 14.0919
alpha_max = 50.2655
alpha_max/alpha_c = 3.56699
omega_p^2 = 0.0874367 Ha^2
f-sum pi omega_p^2/2 = 0.137345 Ha^2
C = 2.5 bohr
alpha = 20
a = alpha/4pi = 1.59155
4pi/alpha = 0.628319
omega_x = 0.388728 Ha
omega_x (Casida) = 0.388728 Ha
omega_x = 10.5778 eV
E_b = 0.0112721 Ha
E_b = 0.306728 eV
kappa_x = 0.134296 1/bohr
x'(omega_x) = 9.05182 1/Ha
S = 0.137017 Ha
omega_x S = 0.0532622 Ha^2
continuum f-sum = 0.084083 Ha^2
exciton share of f-sum = 0.387798
eps(0) = 1.4152
eps(Eg) = -1.12696
unbound case alpha = 10
  eps(0) = 1.31209
  edge factor = 11.8603
longitudinal threshold 4pi+alpha_c = 26.6582
longitudinal case alpha = 30
  pole of eps = 0.335246 Ha
  zero of eps = 0.396076 Ha
  4pi/(alpha-4pi) = 0.720812
unstable case alpha = 55
  imaginary pole xi = 0.170467 Ha
near threshold alpha/alpha_c = 1.01
  E_b exact = 7.90412e-06 Ha
  E_b leading = 7.95213e-06 Ha
  S exact = 0.00441534 Ha
  S leading = 0.00445559 Ha
K->inf eps0(0)-1 = 0.5
K->inf eps0(Eg)-1 = 1.17157
K->inf alpha_c = 10.7261
K->inf alpha_max = 25.1327
K->inf alpha_max/alpha_c = 2.34315
```
